# How accurate are derivatives taken through an unfinished eigenvector iteration?

**Q:** I compute a ground-state eigenvector by power iteration and differentiate through the whole loop. When the vector has settled to $10^{-8}$, I take its derivative to be good to about $10^{-8}$ as well. The derivative of an accurate answer should be accurate.

**A:** Closeness of two functions at one parameter value does not make their slopes close there. The slope of the error has to be examined separately. Let us fix the problem first. What is iterated, and what depends on the parameter?

**Q:** A real symmetric matrix $H(\theta)$, smooth in $\theta$, with $V=dH/d\theta$. I choose a fixed shift $\sigma$, a unit start $x_0$ that does not depend on $\theta$, and repeat

$$x_{k+1}=\frac{Mx_k}{\|Mx_k\|},\qquad M=\sigma-H .$$

**A:** Let $Hv_j=E_jv_j$ with orthonormal $v_j$, and let $\mu_j=\sigma-E_j$. I assume simple eigenvalues, $\mu_0>\mu_1>0$, $\mu_1>|\mu_j|$ for any $j\ge2$, and a start that overlaps $v_0$. A prime denotes $d/d\theta$, and eigenvector signs are followed continuously.

Two levels can be solved in closed form. Write

$$x_k=\cos\delta_k\,v_0+\sin\delta_k\,v_1 .$$

Applying $M$ multiplies the two components by $\mu_0$ and $\mu_1$. Normalization leaves their ratio alone, so

$$\tan\delta_k=\rho^k\tan\delta_0,\qquad \rho=\mu_1/\mu_0 .$$

This is your linear convergence. Notice that $\rho$ depends on $\theta$.

**Q:** Through the energies, yes. How fast does it change?

**A:** Differentiate $(H-E_0)v_0=0$:

$$(V-E_0')v_0+(H-E_0)v_0'=0 .$$

With $V_{ij}=v_i\cdot Vv_j$, projection on $v_0$ gives $E_0'=V_{00}$; in the same way $E_1'=V_{11}$. Since $\sigma$ is fixed, $\mu_j'=-V_{jj}$ and

$$\lambda\equiv\frac{d\ln\rho}{d\theta}=\frac{V_{00}}{\mu_0}-\frac{V_{11}}{\mu_1}.$$

In the plane $v_0$ has a polar angle $\alpha$, and $v_0'=\alpha'v_1$. Projecting the differentiated equation on $v_1$ gives $V_{01}+g\alpha'=0$, where $g=E_1-E_0$. Hence $\alpha'=-V_{01}/g$. This rotation rate is what you want to compute.

**Q:** And the loop returns the rotation rate of $x_k$ instead.

**A:** The polar angle of $x_k$ is $\alpha+\delta_k$, so the error of the unrolled derivative is $\delta_k'$. Take the logarithm of the convergence law, using absolute values if the tangents are negative, and differentiate. Because $d\ln|\tan\delta|=d\delta/(\sin\delta\cos\delta)=2\,d\delta/\sin2\delta$,

$$\frac{2\delta_k'}{\sin2\delta_k}=k\lambda+\frac{2\delta_0'}{\sin2\delta_0}.$$

The start is fixed while $v_0$ turns, so $\delta_0'=-\alpha'$. Therefore

$$\delta_k'=\tfrac12\sin2\delta_k\,B_k,\qquad B_k=k\lambda-\frac{2\alpha'}{\sin2\delta_0}.$$

For large $k$, $\delta_k$ falls as $\rho^k$ but $\delta_k'$ falls as $k\rho^k$, provided $\lambda\ne0$ and $\delta_0\ne0$.

**Q:** Then it is worse than I thought. The derivative does not converge at all: the number of steps multiplies the error.

**A:** It converges. The ratio of successive values of $k\rho^k$ is $\rho(k+1)/k$, which tends to $\rho<1$. The derivative lags behind the vector by a growing factor, but its error still goes to zero.

Take a dimensionless model at $\theta=0$,

$$H=\begin{pmatrix}0&0.1\\0.1&1+\theta\end{pmatrix},\qquad \sigma=10,\qquad x_0=(2,1)/\sqrt5 .$$

Energies are in units of the bare level spacing and angles are in radians. Here $E_0=-0.00990$, $E_1=1.00990$, $g=1.01980$ and $V_{01}=-0.09806$, so

$$\alpha'=0.09806/1.01980=0.09615 .$$

The convergence factor is $\rho=8.99010/10.00990=0.89812$, and

$$\lambda=\frac{0.00971}{10.00990}-\frac{0.99029}{8.99010}=-0.10918 .$$

The initial angle is $\delta_0=0.56235$, with $\sin2\delta_0=0.9021$. At $k=10$ the angle is $0.21197$, and

$$B_{10}=-1.0918-\frac{0.19231}{0.9021}=-1.3050,$$

$$\delta_{10}'=\tfrac12(0.4113)(-1.3050)=-0.268 .$$

The differentiated loop gives the same number. Its error was $-0.096$ before the first step, so it has grown while the vector improved.

**Q:** So an initial rise is part of the bargain?

**A:** It depends on signs and sizes. If the angles are small, the error is approximately

$$\delta_k'\approx\rho^k(ak+b),\qquad a=\tfrac12\lambda\sin2\delta_0,\quad b=-\alpha' .$$

Treat $k$ as continuous. The derivative with respect to $k$ vanishes when $\ln\rho\,(ak+b)+a=0$, or

$$k_*=-\frac1{\ln\rho}-\frac ba .$$

In the model this is $9.307-1.952\approx7.35$. The largest magnitude, $0.271$, actually occurs at $k=9$. The start is not at a small angle: from $\tan\delta_k=\rho^k\tan\delta_0$ one finds $d\delta_k/dk=\tfrac12\sin2\delta_k\ln\rho$, and so

$$\frac{d\ln|\sin2\delta_k|}{dk}=\cos2\delta_k\,\ln\rho .$$

The prefactor initially decays more slowly than $\rho^k$, which moves the peak later.

Now start from $(2,-1)/\sqrt5$. Then $\sin2\delta_0<0$, and the two terms of $B_k$ have opposite signs. The error first shrinks, from $-0.096$ to $-0.055$ in one step, and has changed sign by $k=3$. The rise is delayed, not avoided: the term $k\lambda$ then dominates $B_k$, and the error grows to $+0.106$ at $k=12$, above its starting magnitude, before it decays.

**Q:** Can the factor $k$ be absent altogether?

**A:** Yes, if $\lambda=0$. Replace $V$ by its part that couples $v_0$ and $v_1$, with no diagonal elements in that basis. The rotation rate $\alpha'$ is unchanged, but the energies have no first-order change. Then

$$\delta_k'=-\alpha'\,\frac{\sin2\delta_k}{\sin2\delta_0}.$$

From the original start its magnitude decreases at every one of the 150 steps tested, reaching $0.044$ at $k=10$. So the factor comes from the parameter dependence of the convergence rate, acting on an error already present in the vector.

**Q:** Is that special to a two-dimensional rotation?

**A:** No. Consider a smooth scalar iteration $x_{k+1}=\Phi(x_k,\theta)$ converging to $x_*$ with multiplier $r=\Phi_x(x_*,\theta)$, $0<|r|<1$. Let $e_k=x_k-x_*$, $D_k=dx_k/d\theta$, $D_*=dx_*/d\theta$ and $F_k=D_k-D_*$. Differentiating the iteration and the fixed-point equation gives

$$D_{k+1}=\Phi_x(x_k)D_k+\Phi_\theta(x_k),\qquad D_*=rD_*+\Phi_\theta(x_*).$$

Subtract them and expand about $x_*$:

$$F_{k+1}=rF_k+(\Phi_{xx}D_*+\Phi_{x\theta})e_k+O(e_k^2,e_kF_k).$$

The bracket is the total derivative $r'$ along the fixed point. With $e_k\approx Cr^k$ and $F_k=r^ks_k$, the leading equation becomes $s_{k+1}=s_k+Cr'/r$. Each step adds the same amount, hence $F_k\approx r^k(s+kCr'/r)$. The neglected terms are smaller by a further factor of order $r^k$, up to powers of $k$; their sum changes the constant $s$, not the slope.

This is a discrete resonance: the forcing decays at the same rate as the free solution. For $x=\theta\cos x$ at $\theta=0.8$, the measured increase of $F_k/e_k$ per step is $1.97631$, in agreement with $r'/r$.

**Q:** What about an eigenvector with many components?

**A:** Let $c_j=v_j\cdot x_0$, with the sign of $v_0$ chosen so that $c_0>0$. Before normalization,

$$x_k\propto v_0+z_k,\qquad z_k=\sum_{j\ge1}\frac{c_j}{c_0}\left(\frac{\mu_j}{\mu_0}\right)^k v_j .$$

Differentiating the $j=1$ power produces $k\lambda\rho^k$. Differentiating its coefficient or $v_1$ produces $O(\rho^k)$. The terms with $j\ge2$ decay faster, even with a factor $k$, and normalization changes the derivative by $O(k\rho^{2k})$. Thus

$$x_k'-v_0'=k\lambda\rho^k\frac{c_1}{c_0}v_1+O(\rho^k).$$

If $c_1=0$ at this $\theta$, the displayed leading term vanishes. I tested the formula on an eight-site chain with hopping $-1$ and a linear potential of slope $\theta=0.5$, using $\sigma=8$ and a uniform start. The growth per step of the error divided by $\rho^k$ has norm $0.09406$, as predicted.

**Q:** Then I will stop differentiating the loop. I will take the last vector and solve the derivative equation there. That removes the problem.

**A:** It removes the factor $k$. It does not remove the error of the vector. With the Rayleigh quotient $R_k=x_k\cdot Hx_k$, the equation is

$$(H-R_k)y+\eta x_k=-Vx_k,\qquad x_k\cdot y=0 .$$

At the exact eigenpair it is the differentiated eigenvalue equation, with $\eta=-E_0'$ and $y=v_0'$. The system is nonsingular there: if its right side is zero, projection on $v_0$ gives $\eta=0$; then $(H-E_0)y=0$ makes $y$ parallel to $v_0$, and orthogonality makes it zero. Near the eigenpair the solution therefore varies smoothly with $x_k$, and its error is $O(\rho^k)$.

**Q:** What happens farther away?

**A:** In two levels put $y=\beta u_k$, with $u_k=-\sin\delta_k v_0+\cos\delta_k v_1$. Projection on $u_k$ gives

$$\beta\,(u_k\cdot Hu_k-R_k)=-u_k\cdot Vx_k .$$

The bracket on the left is

$$(E_0\sin^2\delta_k+E_1\cos^2\delta_k)-(E_0\cos^2\delta_k+E_1\sin^2\delta_k)=g\cos2\delta_k .$$

With $g'=V_{11}-V_{00}$, the matrix element on the right is

$$u_k\cdot Vx_k=V_{01}\cos2\delta_k+\tfrac12g'\sin2\delta_k .$$

Division gives

$$\beta-\alpha'=-\frac{g'}{2g}\tan2\delta_k .$$

At $\delta_k=\pi/4$ the linear system is singular, because both directions have the same mean energy. At $0.001$ rad below that angle, the model's implicit error is about $-240$, against a true derivative of $0.096$.

**Q:** So implicit differentiation can lose to the loop?

**A:** It does so here at first. These are the magnitudes of the errors:

| $k$ | vector angle | unrolled | implicit |
|---:|---:|---:|---:|
| 0 | 0.562 | 0.096 | 1.005 |
| 5 | 0.353 | 0.246 | 0.410 |
| 10 | 0.212 | 0.268 | 0.217 |
| 80 | $1.16\times10^{-4}$ | $1.04\times10^{-3}$ | $1.12\times10^{-4}$ |

The implicit result becomes the better one at $k=9$. Dividing the two error formulas gives

$$\left|\frac{\delta_k'}{\beta-\alpha'}\right|=\left|\frac{g}{g'}\cos2\delta_k\,B_k\right| .$$

Once $\cos2\delta_k\approx1$, this ratio grows by $|\lambda|g/|g'|=0.114$ per step. At $k=80$ it is about $9.3$.

To remain below $10^{-8}$, the vector angle needs 168 iterations, the unrolled derivative 196 and the implicit derivative 167. The delay of 28 steps is modest because a factor $|B_k|$ is repaid logarithmically: at $k=196$, $|B_k|\approx21.6$, and $\ln21.6/|\ln\rho|\approx29$.

**Q:** Could I converge the vector first, freeze it as a new start, and only then propagate derivatives?

**A:** Yes. Suppose the frozen start equals $v_0$ at the chosen $\theta$. Then $\tan\delta_0=0$, while its derivative is $-\alpha'$. After $m$ steps,

$$\delta_m'=\frac{d}{d\theta}(\rho^m\tan\delta_0)=m\lambda\rho^m\tan\delta_0-\alpha'\rho^m=-\alpha'\rho^m .$$

The resonant term has nothing to act on. Equivalently, the computed rotation rate $T_m$ obeys $T_{m+1}=\rho T_m+(1-\rho)\alpha'$ with $T_0=0$. This sums the Neumann series for the implicit equation of the iteration, $(1-\rho)T=(1-\rho)\alpha'$.

Starting from the eigenvector found by diagonalization, 150 derivative steps reach $10^{-8}$. That count excludes the work of converging the vector. If 168 vector steps come first, the total number of steps exceeds the 196 of the plain loop, although fewer of them carry derivatives.

**Q:** For the energy derivative, at least, the choice is easy. I use the Hellmann–Feynman expression $x_k\cdot Vx_k$ and need no vector derivative.

**A:** That is correct at the eigenvector. At an unfinished iterate, it is in general not the derivative of the computed energy $R_k$, because $x_k$ itself depends on $\theta$. Since $R_k=E_0+g\sin^2\delta_k$, the unrolled derivative has error

$$R_k'-E_0'=g'\sin^2\delta_k+g\sin2\delta_k\,\delta_k' .$$

Expanding $x_k\cdot Vx_k$ instead gives

$$x_k\cdot Vx_k-E_0'=g'\sin^2\delta_k+V_{01}\sin2\delta_k .$$

The first error is $O(k\rho^{2k})$; the second is $O(\rho^k)$ if $V_{01}\ne0$.

**Q:** Why does including a poorer vector derivative improve the energy derivative?

**A:** The omitted term is $2x_k'\cdot Hx_k$. Since $x_k'=(\alpha'+\delta_k')u_k$ and $u_k\cdot Hx_k=\tfrac12g\sin2\delta_k$, it equals

$$g(\alpha'+\delta_k')\sin2\delta_k=-V_{01}\sin2\delta_k+g\delta_k'\sin2\delta_k .$$

Its first part cancels the linear Hellmann–Feynman error. The error of the vector derivative enters multiplied by another small angle.

At $k=80$ the unrolled energy-derivative error is $-2.34\times10^{-7}$, while the Hellmann–Feynman error is $-2.28\times10^{-5}$. They stay below $10^{-8}$ from 96 and 152 iterations, respectively. The ranking is not uniform: at $k=10$ the Hellmann–Feynman error is smaller, $0.003$ against $0.069$ in magnitude, because its two terms, $0.0434$ and $-0.0403$, nearly cancel.

**Q:** Could I put the implicit vector derivative into that omitted term?

**A:** That gives a still smaller asymptotic error in this model. Replace $\alpha'+\delta_k'$ by $\beta$. The $V_{01}$ terms cancel again, leaving

$$g'\sin^2\delta_k-\tfrac12g'\tan2\delta_k\sin2\delta_k\approx g'\delta_k^2-2g'\delta_k^2=-g'\delta_k^2 .$$

There is now no factor $k$. At $k=80$ this estimate is $-0.981(1.165\times10^{-4})^2=-1.33\times10^{-8}$.

**Q:** Then what should I check before trusting a derivative?

**A:** Check the derivative's own convergence, not just the vector's. For an implicit solve, also check that the vector is on the right branch and that the gap is not closing. As $E_1$ approaches $E_0$, $\rho$ approaches one and the bordered system becomes singular. At a degeneracy an individual eigenvector need not have a unique derivative: the bordered system is singular. The loop's vector can still settle, to a limit that depends on the start, but if $V$ splits the degenerate level, the derivative of the loop generally grows in proportion to $k$, because $\rho=1$ while $\lambda\ne0$. The numerical output below gives the errors at further iterations.

## Calculated quantities

```
All values dimensionless; angles in rad
scalar map: theta=0.80, start=0.20
scalar fixed point=0.64113428, rate=0.54205383
scalar multiplier=-0.47848389
scalar log-error slope=1.97631347
scalar predicted slope=1.97631347
two-level coupling=0.10, spacing=1.00
two-level shift=10.00, start=0.894427,0.447214
E0=-0.00990195, E1=1.00990195, gap=1.01980390
V00=0.00970966, V11=0.99029034, V01=-0.09805807
gap derivative=0.98058068
rho=0.89812049, d ln(rho)/dtheta=-0.10918345
exact eigenvector rotation rate=0.09615385
initial angle error=0.56234539
k | angle error | unrolled error | implicit error
  0 | 5.62345e-01 | -9.61538e-02 | -1.00524e+00
  1 | 5.15056e-01 | -1.38186e-01 | -8.00800e-01
  2 | 4.70305e-01 | -1.74323e-01 | -6.59130e-01
  5 | 3.52857e-01 | -2.46164e-01 | -4.09666e-01
 10 | 2.11966e-01 | -2.68405e-01 | -2.16970e-01
 20 | 7.33509e-02 | -1.75180e-01 | -7.10401e-02
 40 | 8.56775e-03 | -3.92427e-02 | -8.23903e-03
 80 | 1.16483e-04 | -1.04227e-03 | -1.12003e-04
120 | 1.58360e-06 | -2.10859e-05 | -1.52269e-06
k | energy error | unrolled dE error | HF dE error
  0 | 2.89902e-01 | 1.90290e-01 | 1.90290e-01
  5 | 1.21791e-01 | -4.57113e-02 | 5.35084e-02
 10 | 4.51372e-02 | -6.91931e-02 | 3.06524e-03
 20 | 5.47708e-03 | -2.08479e-02 | -9.06734e-03
 40 | 7.48583e-05 | -6.13748e-04 | -1.60821e-03
 80 | 1.38369e-08 | -2.34317e-07 | -2.28308e-05
unrolled peak: k=9, absolute error=0.270973
small-angle peak estimate: k=7.3542
implicit error smaller from k=9
error-ratio slope per step=0.1135508
predicted ratio slope=0.1135508
iterations to stay below 1e-8:
  angle: 168
  unrolled: 196
  implicit: 167
  restart tangent: 150
  unrolled dE: 96
  HF dE: 152
other start: error changes sign by k=3
other start: errors k=0,1=-0.096154,-0.055020
lambda=0 case: errors k=0,10=-0.096154,-0.043843
implicit error at pi/4-0.001=-240.38429
chain: sites=8, shift=8.0, rho=0.88775625
chain vector slope norm=0.09405693
chain predicted norm=0.09405675
chain implicit error/rho^k=0.91306433
chain HF error/rho^k=0.93136837
chain dE slope=-0.1090534, predicted=-0.1090626
```
